# Negative capacitance from stripe-wall displacement in a stable dielectric–ferroelectric stack

## A special case: stripes much finer than the layers

A uniaxial ferroelectric layer of thickness $d_f$ lies on an ideal metal electrode at $z=0$. A dielectric of thickness $d_d$ and relative permittivity $\kappa_d$ covers it, and a second electrode closes the stack. The ferroelectric contains vertical stripes with polarization $+P$ or $-P$ along $z$, repeated along $x$ with period $W$. Inside each domain there is a linear background response, with relative permittivities $\kappa_z$ and $\kappa_x$.

Let $m$ be the fraction of up domains minus the fraction of down domains, so that the mean polarization is $mP$. Up domains have width $(1+m)W/2$. With the origin of $x$ at the centre of one of them,
$$P(x)=mP+\sum_{n\ge1}a_n\cos k_nx,\qquad k_n=\frac{2\pi n}{W}.$$
Writing $P(x)$ as $-P$ plus a step of height $2P$ on the up domain gives
$$a_n=\frac2W\,2P\int_{-(1+m)W/4}^{(1+m)W/4}\!\cos k_nx\,dx=\frac{4P}{n\pi}\sin\frac{n\pi(1+m)}2 .$$

At the upper face the polarization ends and leaves a bound charge $P(x)$ per area. The charge at the lower face is screened by the metal. Suppose first that $W$ is much smaller than both $d_d$ and $\zeta d_f$, with $\zeta$ defined below. The potential of a charge $\sigma\cos kx$ then decays as $e^{-kh}$ at height $h$ in the dielectric. At depth $h$ in the ferroelectric it decays as $e^{-\zeta kh}$ with $\zeta=\sqrt{\kappa_x/\kappa_z}$, because Laplace's equation there requires $\kappa_z(\zeta k)^2=\kappa_xk^2$. Gauss's law at the interface gives the amplitude $\sigma g(k)$, with
$$g(k)=\frac1{\varepsilon_0k(\kappa_d+\kappa_i)},\qquad \kappa_i=\kappa_z\zeta=\sqrt{\kappa_x\kappa_z}.$$

Let $V_f$ be the potential of the bottom electrode minus the laterally averaged potential of the interface. With the bottom electrode at zero, the interface potential is $-V_f+\sum a_ng(k_n)\cos k_nx$. A moving wall reverses a column of dipoles, so the force on it is proportional to the voltage drop along that column. A free wall therefore rests where the interface potential is zero. At the wall, $x=(1+m)W/4$ and $k_nx=n\pi(1+m)/2$. Using $2\sin\alpha\cos\alpha=\sin2\alpha$ and $\sin(n\pi+n\pi m)=(-1)^n\sin n\pi m$, we get
$$V_f=-\frac{2P}{\pi}\sum_{n\ge1}(-1)^{n+1}\frac{\sin n\pi m}{n}\,g(k_n).\tag{1}$$
For small $m$, $\sin n\pi m\to n\pi m$, and $\sum(-1)^{n+1}/n=\ln2$ gives
$$V_f=-A\,mP,\qquad A=\frac{W\ln2}{\pi\varepsilon_0(\kappa_d+\kappa_i)}.\tag{2}$$

The mechanism is visible here. When the up domains widen, more of the interface carries positive charge and its average potential rises. The drop is zero at the walls but negative on average. The layer thus has a mean field opposed to its mean polarization, although every wall is in equilibrium. It remains to treat finite thicknesses and to decide whether the whole stack is stable.

## Assumptions and theorem

The walls are thin, straight, vertical and unpinned. The magnitude $P$ is fixed, all background permittivities are positive, and the electrodes are ideal. At zero bias the up and down domains have equal width $w=W/2$. The period is set either by a fixed number of walls or by a nondegenerate energy minimum. Changes are slow enough for the walls to remain in equilibrium.

Let $D$ be the averaged displacement, equal to the charge density on the bottom electrode, and let $V_d$ be the voltage across the dielectric. Per unit area, with $C_b=\varepsilon_0\kappa_z/d_f$ and $C_d=\varepsilon_0\kappa_d/d_d$,
$$D=C_bV_f+mP=C_dV_d,\qquad V=V_f+V_d.\tag{3}$$
Define $C_f=dD/dV_f$ and $C=dD/dV$ at zero bias.

**Theorem.** There is a number $A$, given in Lemma 2, such that
$$C_f=C_b-\frac1A,\qquad 0<A<\frac1{C_b+C_d}.\tag{4}$$
Consequently $C_f<-C_d<0$, while $C$ is positive and larger than $C_d$. With the total voltage held at zero, every small displacement pattern of the straight walls raises the energy, except a common translation, which leaves it unchanged.

## Lemma 1: the interface kernel and its modes

**Lemma 1.** For finite thicknesses the interface potential per unit harmonic charge is
$$g(k)=\frac1{\varepsilon_0k[\kappa_d\coth(kd_d)+\kappa_i\coth(k\zeta d_f)]},\qquad g(0)=\frac1{C_b+C_d},\tag{5}$$
and it can be written as
$$g(k)=\sum_j\frac{R_j}{k^2+q_j^2},\qquad R_j>0,\quad q_j>0.\tag{6}$$

*Proof.* With both electrodes grounded, the solution is proportional to $\sinh(k\zeta z)$ in the ferroelectric and to $\sinh[k(d_f+d_d-z)]$ in the dielectric. Equating the jump of the normal background flux to the charge gives (5). As $k\to0$, $k\coth(kd)\to1/d$, and $\kappa_i/\zeta=\kappa_z$ yields $g(0)$.

For (6), let $\kappa_\perp(z)$ and $\kappa_\parallel(z)$ be the permittivities along $z$ and $x$; both equal $\kappa_d$ in the dielectric. The potential obeys
$$-(\kappa_\perp\phi')'+k^2\kappa_\parallel\phi=\delta(z-d_f)/\varepsilon_0 .$$
Take the eigenfunctions of $-(\kappa_\perp\psi_j')'=q_j^2\kappa_\parallel\psi_j$ that vanish at the electrodes, normalized by $\int\kappa_\parallel\psi_i\psi_j\,dz=\delta_{ij}$. Multiplying by $\psi_j$ and integrating by parts shows $q_j^2=\int\kappa_\perp\psi_j'^2dz>0$. Insert $\phi=\sum c_j\psi_j$ and project on $\psi_j$: $(k^2+q_j^2)c_j=\psi_j(d_f)/\varepsilon_0$. At the interface this is (6), with $R_j=\psi_j(d_f)^2/\varepsilon_0$. Modes that vanish at the interface drop out. $\square$

For the remaining modes, matching the flux of the two sine functions gives $\kappa_d\cot(qd_d)+\kappa_i\cot(q\zeta d_f)=0$, from which the $q_j$ are computed.

## Lemma 2: wall equilibrium

**Lemma 2.** Equation (1) holds with the full kernel (5), and at small $m$
$$V_f=-A\,mP,\qquad A=2\sum_{n\ge1}(-1)^{n+1}g(k_n).\tag{7}$$

*Proof.* The electrostatic energy of a harmonic interface charge is half the charge times its potential. Since $\cos^2k_nx$ averages to $1/2$, the stray energy per area is
$$U(m)=\frac14\sum_na_n^2g(k_n)=\sum_n\frac{4P^2}{n^2\pi^2}\sin^2\!\frac{n\pi(1+m)}2\,g(k_n).\tag{8}$$
Uniform and harmonic fields have no cross term after averaging over $x$. At fixed electrode charge the energy is therefore
$$F_D(m)=\frac{D^2}{2C_d}+\frac{(D-mP)^2}{2C_b}+U(m)\tag{9}$$
plus the wall energy, which does not depend on $m$. By (3), $(D-mP)/C_b=V_f$, so $\partial F_D/\partial m=0$ reads $PV_f=U'(m)$. Differentiating (8),
$$U'(m)=\sum_n\frac{2P^2}{n\pi}\sin[n\pi(1+m)]\,g(k_n),$$
which is $P$ times the right side of (1). The energy argument thus agrees with the condition of zero voltage drop at the wall.

The kernel $g$ decreases to zero and the partial sums of $(-1)^n\cos n\pi m$ stay bounded near $m=0$. The series may therefore be differentiated term by term there, which gives (7) and $U''(0)=-P^2A$.

If the period can relax, symmetry under reversal of bias and $m$ makes its change second order in the bias. Its effect on $V_f=-A(W)mP$ is third order and does not alter the linear capacitance. $\square$

## Lemma 3: two bounds on the softening

**Lemma 3.** $0<A<g(0)$ for every finite $W$.

*Proof.* The difference is an alternating sum over all integers,
$$g(0)-A=\sum_{n=-\infty}^{\infty}(-1)^ng(k_n).$$
For one mode of (6) consider $f(x)=\sum_ne^{ik_nx}/(k_n^2+q^2)$. It is periodic and satisfies $-f''+q^2f=W\sum_l\delta(x-lW)$. On $0\le x\le W$ the solution is
$$f(x)=\frac{W}{2q}\,\frac{\cosh[q(x-W/2)]}{\sinh(qW/2)},$$
whose slope jumps by $-W$ at each source, as required. At $x=W/2$ the exponentials become $(-1)^n$, so
$$g(0)-A=\sum_jR_j\frac{W}{2q_j\sinh(q_jW/2)}>0.\tag{10}$$
The sums over $n$ and $j$ may be interchanged: the symmetric partial sums for mode $j$ are bounded in magnitude by $1/q_j^2$, and $\sum R_j/q_j^2=g(0)$ is finite.

Subtract (10) from $g(0)$ and write $y_j=q_jW/2$:
$$A=\sum_j\frac{R_j}{q_j^2}\left(1-\frac{y_j}{\sinh y_j}\right)>0,$$
because $\sinh y>y$ for $y>0$. $\square$

## Proof of the capacitance statements

From (7), $mP=-V_f/A$. Equation (3) then gives $D=(C_b-1/A)V_f$, which is the first part of (4). Lemma 3 and $g(0)=1/(C_b+C_d)$ give the second part. Hence $1/A>C_b+C_d$ and $C_f<-C_d$. The series rule yields
$$C=\frac{C_dC_f}{C_d+C_f}=C_d\,\frac{|C_f|}{|C_f|-C_d}>C_d>0.\tag{11}$$

**Remark: which quantity is held fixed.** At fixed $V$, one minimizes $F_D-DV$ over $D$. The result is $D=C_dg(0)(C_bV+mP)$. At $V=0$ this makes the first two terms of (9) equal to
$$\tfrac12m^2P^2g(0)^2(C_d+C_b)=\tfrac12g(0)m^2P^2 .$$
Adding $U''(0)$ gives the curvature in $m$:
$$K_V=P^2[g(0)-A]>0.$$
At fixed $D$, (9) gives $K_D=P^2(1/C_b-A)>0$. If the averaged $V_f$ alone could be held fixed with the stray-field kernel unchanged, the potential would be $U-mPV_f$ plus a term independent of $m$, with curvature $-P^2A<0$. The negative $C_f$ thus belongs to a layer that would be unstable under that constraint. In the stack, the voltage across the dielectric changes with $mP$ and supplies the missing stiffness.

## Proof of stability against all wall patterns

Positive curvature in $m$ does not exclude an instability in which walls pair or bunch, so individual displacements must be considered. At zero total voltage the energy per length along $y$ is
$$E=\frac12\iint P(x)G(x-x')P(x')\,dx\,dx',\qquad G(x)=\sum_j\frac{R_j}{2q_j}e^{-q_j|x|}.$$
Here $G$ is the inverse Fourier transform of (6). Let $s_l=+1$ if the domain to the left of wall $l$ is up, and $-1$ otherwise. Moving wall $l$ to the right changes $P(x)$ by $2Ps_l$ over the swept strip. Hence, for $l\ne p$,
$$H_{lp}=\frac{\partial^2E}{\partial x_l\partial x_p}=4P^2s_ls_pG(x_l-x_p),\qquad s_ls_p=(-1)^{l-p}.$$
Common translation does not change $E$, so each row of $H$ sums to zero and $H_{ll}=-\sum_{p\ne l}H_{lp}$. The first derivatives vanish because the interface potential of equal stripes is odd about each wall.

For $u_l=u\cos\theta l$, the walls at distances $\pm jw$ contribute $u_{l+j}+u_{l-j}-2u_l=-2(1-\cos j\theta)u_l$. The stiffness per wall is therefore
$$\lambda(\theta)=8P^2\sum_{j\ge1}(-1)^{j+1}G(jw)(1-\cos j\theta).$$
For one mode with $r=e^{-qw}<1$ and $c=\cos\theta$, two geometric series are needed:
$$\sum_{j\ge1}(-1)^{j+1}r^j=\frac r{1+r},\qquad \sum_{j\ge1}(-1)^{j+1}r^j\cos j\theta=\frac{rc+r^2}{1+2rc+r^2}.$$
Over the common denominator, the numerator of their difference is
$$r(1+2rc+r^2)-(1+r)(rc+r^2)=r(1-r)(1-c).$$
Restoring the sum over modes, with $r_j=e^{-q_jw}$,
$$\lambda(\theta)=4P^2\sum_j\frac{R_j}{q_j}\frac{r_j(1-r_j)(1-\cos\theta)}{(1+r_j)(1+2r_j\cos\theta+r_j^2)}.\tag{12}$$
Every factor is positive unless $\cos\theta=1$, which is common translation. Any pattern on a periodic chain is a sum of such waves, and their energies add. This completes the proof. $\square$

At $\theta=\pi$ neighbouring walls move oppositely, which is the motion that changes $m$. Formula (12) then reduces to $\lambda(\pi)=4P^2[g(0)-A]/w$, in agreement with $K_V$ and $m=2u/w$.

## Limits and conditions

**Fine stripes.** If $W$ is small compared with both $d_d$ and $\zeta d_f$, the hyperbolic cotangents in (5) tend to one and (7) returns (2). Then $A(C_b+C_d)\ll1$, so $|C_f|$ is much larger than $C_d$, and by (11) $C$ is only slightly larger than $C_d$.

**Coarse stripes.** If $W$ is so large that $q_1W\gg1$ and the lowest contributing mode dominates the sum, (10) gives
$$g(0)-A\simeq\frac{R_1W}{q_1}e^{-q_1W/2}.$$
The walls interact exponentially weakly and $C_f$ approaches $-C_d$ from below. To find the total response, set $\partial(F_D-DV)/\partial m=0$ with the $D$ found above:
$$mP=\frac{C_dg(0)}{g(0)-A}V.\tag{13}$$
The response, and with it $C$, grows without bound as $W$ increases, but the stability limit is not crossed at finite $W$. The linear range is narrow, however: (13) requires $q_1W|m|\ll1$ as well as small $m$, and beyond that range, at fixed period, the voltage rises faster than linearly with $m$.

**What can remove the effect.** Pinned walls do not follow (7). A metal sheet at the internal interface makes its potential uniform, so $U=0$ and free walls give $V_f=0$ instead of a negative value. Wall bending, changes of $|P|$ and nucleation of new walls lie outside the theorem, which establishes local stability for the stated displacements.

## A worked stack

Take round model parameters: $P=0.25$ C/m², $\kappa_z=50$, $\kappa_x=200$, $\kappa_d=100$, $d_f=10$ nm, $d_d=2$ nm and wall energy $\gamma=10$ mJ/m². There are two walls per period, so the zero-bias energy per area is $2\gamma d_f/W+U(0)$. Its minimum lies at $W=11.1$ nm, with energy 42.0 mJ/m². A single domain at zero voltage has $g(0)P^2/2=64.2$ mJ/m², so the stripes are favoured over it.

The background capacitances are $C_b=0.0443$ and $C_d=0.4427$ F/m², hence $g(0)=2.053$ m²/F. The alternating sum gives $A=1.186$ m²/F, which lies between the bounds. The fine-stripe formula (2) would give 1.384 m²/F, about 17% above the finite-thickness value. Then
$$C_f=0.0443-\frac1{1.186}=-0.799\ \text{F/m}^2=-79.9\ \mu\text{F/cm}^2,$$
$$C=0.4427\times\frac{0.799}{0.799-0.443}=0.993\ \text{F/m}^2=99.3\ \mu\text{F/cm}^2.$$
The stack stores 2.24 times the charge per volt of its dielectric layer alone. The curvature in $m$ is $+54$ mJ/m² at fixed $V$ and would be $-74$ mJ/m² at fixed $V_f$.

At $V=10$ mV, linear response gives $m=0.042$ and $D=9.93$ mC/m². The dielectric carries $+22.4$ mV and the ferroelectric $-12.4$ mV. Each wall moves by $mw/2=0.12$ nm. This is below a typical atomic spacing, so the assumption of a continuous, unpinned wall matters here. The assumption of fixed $P$ with a linear background is also strained. Already at zero bias, the field at the interface at a domain centre is about 2.4 MV/cm against $P$ in the ferroelectric and 1.6 MV/cm in the dielectric. The background response there reduces the polarization by about 40% of $P$. A quartic double well with the same $P$ and $\kappa_z$ has an intrinsic coercive field $P/[3\sqrt3\,\varepsilon_0(\kappa_z-1)]\approx1.1$ MV/cm, which is exceeded in roughly the top nanometre of the layer. The numbers in this section are therefore values of the model, not predictions for a real film.

A larger displacement, $m=0.20$ at the same period, tests (1) beyond linear response. A two-dimensional solution for the potential, with the walls placed at zero voltage drop, gives $V_f=-58.2$ mV and $D=47.4$ mC/m², as does the series. At this fixed period the ratio $D/V_f=-0.815$ F/m² is 2% larger in magnitude than the zero-bias $C_f$. If the period could relax, it would grow by an amount of second order in $m$. This lowers the magnitude of the ratio and here more than cancels the 2% increase.

The wall stiffness (12) is 2.5, 10.5, 24.9 and 39.0 MJ/m³ at $\theta=45^\circ$, $90^\circ$, $135^\circ$ and $180^\circ$. Finite differences of the energy of an eight-wall cell confirm these values in the numerical output.

With the period held at 11.1 nm, changing $d_d$ from 1 to 8 nm changes $C_f$ from $-1.17$ to $-0.68$ F/m². The ferroelectric is the same in both stacks; what changes is the screening of its stray field by the upper electrode. This comparison assumes a fixed number of walls, since 11.1 nm is the energy minimum only for $d_d=2$ nm. For $d_d=1$ nm these stripes (36.4 mJ/m²) lie above the single domain (33.6 mJ/m²), and the minimum moves to about 36 nm; for $d_d=4$ and 8 nm it lies near 9 nm. With each stack at its own minimum, $C_f$ varies less, between about $-0.8$ and $-0.9$ F/m². The negative capacitance is therefore a property of the layer in its surroundings, not a material constant.

## Values computed for the example and the checks

```
polarization P = 0.25 C/m^2; wall energy = 10 mJ/m^2
kappa_z, kappa_x, kappa_d = 50, 200, 100
d_f = 10 nm; d_d = 2 nm
kappa_i = 100.0; zeta = 2.00
equilibrium period W = 11.109 nm; domain width = 5.555 nm
stripe energy = 41.970 mJ/m^2
single-domain energy = 64.171 mJ/m^2
C_b = 0.04427 F/m^2; C_d = 0.44271 F/m^2
g(0) = 2.05347 m^2/F; g(k_1) = 0.89450 m^2/F
g(k_1) from 2D grid = 0.89431 m^2/F
A = 1.18637 m^2/F; thick-layer value = 1.38414 m^2/F
g(0)-A: harmonics 0.8670984, modes 0.8670984 m^2/F
C_f = -0.79863 F/m^2 = -79.863 microF/cm^2
C total = 0.99336 F/m^2 = 99.336 microF/cm^2
C/C_d = 2.2438
curvature in m, fixed V: 54.194 mJ/m^2
curvature in m, fixed D: 1337.613 mJ/m^2
curvature in m, fixed V_f: -74.148 mJ/m^2
direct minimization at 5 mV: m = 0.02097
  C_f = -0.79855 F/m^2; C = 0.99349 F/m^2
linear response at V = 10 mV: m = 0.04194
  wall shift = 0.1165 nm; D = 9.9336 mC/m^2
  V_f = -12.4383 mV; V_d = 22.4383 mV
displaced walls, m = 0.20: series / 2D grid
  V_f = -58.215 / -58.210 mV
  D = 47.423 / 47.423 mC/m^2
  V = 48.904 / 48.910 mV
wall stiffness at 45 deg: formula 2.5260, direct 2.5260 MJ/m^3
wall stiffness at 90 deg: formula 10.4655, direct 10.4656 MJ/m^3
wall stiffness at 135 deg: formula 24.8630, direct 24.8655 MJ/m^3
wall stiffness at 180 deg: formula 39.0262, direct 39.0310 MJ/m^3
same W, d_d = 1 nm: C_f = -1.1668, C_d = 0.8854, C = 3.6717 F/m^2
same W, d_d = 2 nm: C_f = -0.7986, C_d = 0.4427, C = 0.9934 F/m^2
same W, d_d = 4 nm: C_f = -0.6896, C_d = 0.2214, C = 0.3260 F/m^2
same W, d_d = 8 nm: C_f = -0.6783, C_d = 0.1107, C = 0.1323 F/m^2
random stacks: 300; A/g(0) from 0.0608 to 0.998967
```
